\section*{Neutral oxygen-vacancy energy in a biaxially strained cubic film, part 1}

(Sections cited here and not found follow in the second part.)

\section{From film strain to vacancy energy}

Stretching a cubic oxide film by 1.0\% along both in-plane axes lowers the formation energy of a neutral oxygen vacancy, to first order in the strain, by 0.048 eV if the top surface is free, and by 0.060 eV if the film thickness is held fixed. The in-plane strain and the vacancy are the same in both cases. The numbers belong to a model film with elastic constants $C_{11}=500$ GPa and $C_{12}=100$ GPa and a vacancy whose elastic dipole, defined below, is $P=3.0$ eV. The free film becomes thinner when it is stretched, and the thinning takes back part of the room that the stretching gave to the vacancy. The theorem of this section makes this quantitative.

\subsection{Setting and assumptions}

The axes $x,y,z$ lie along the cube axes, with $z$ normal to the film. The strain $\varepsilon_{ij}$ is measured from the stress-free lattice of the film material itself, and $s>0$ means tension. The assumptions are these.

\begin{itemize}
\item[(A1)] The film is held at $\varepsilon_{xx}=\varepsilon_{yy}=s$ and $\varepsilon_{xy}=0$, and its top surface carries no traction. Strains are small enough for Hooke's law, and surface stress is neglected.
\item[(A2)] The perfect film, called the host, is harmonic. The change that a vacancy makes in the energy function is short-ranged; near the vacancy it may be anharmonic.
\item[(A3)] Vacancies are far from one another and from every surface or interface, compared with the lattice spacing.
\item[(A4)] The removed oxygen goes to an external reservoir whose chemical potential $\mu_{\mathrm O}$ does not depend on $s$.
\item[(A5)] The vacancy is neutral, so no electron is exchanged with a Fermi reservoir. Its relaxed structure changes smoothly with strain.
\item[(A6)] The elastic dipole is isotropic, $P_{ij}=P\delta_{ij}$. This is used in the last step alone.
\end{itemize}

The formation energy is
\begin{equation}
E_f(s)=E_{\mathrm{def}}(s)-E_{\mathrm{host}}(s)+\mu_{\mathrm O},
\label{eq:ef}
\end{equation}
where both film energies are minimized over all atomic positions that the boundary conditions leave free. No work term is needed. The held edges do not move when the vacancy is created, and the top surface moves against zero force.

\subsection{The strain of the host}

\paragraph{Lemma 1.} Let $r=C_{12}/C_{11}$. Under (A1) the host has
\begin{equation}
\varepsilon_{zz}=-2rs,\qquad \varepsilon_{xz}=\varepsilon_{yz}=0,
\label{eq:ezz}
\end{equation}
its in-plane stress is $\sigma_{xx}=\sigma_{yy}=Ms$, and its strain energy per volume is $Ms^2$, with
\begin{equation}
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\label{eq:M}
\end{equation}

\emph{Proof.} The film is uniform in the plane, so the stress can depend on $z$ alone. Force balance then reads $\partial_z\sigma_{xz}=\partial_z\sigma_{yz}=\partial_z\sigma_{zz}=0$. These three components vanish at the top surface and therefore vanish throughout the film. In a cubic crystal $\sigma_{xz}=2C_{44}\varepsilon_{xz}$ with $C_{44}>0$, so the shear strain $\varepsilon_{xz}$ is zero, and likewise $\varepsilon_{yz}$. The normal component gives
\begin{equation}
0=\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})
=C_{11}\varepsilon_{zz}+2C_{12}s ,
\end{equation}
which is \eqref{eq:ezz}. The in-plane stress follows by substitution:
\begin{equation}
\sigma_{xx}=C_{11}s+C_{12}(s+\varepsilon_{zz})
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)s=Ms .
\end{equation}
The energy per volume is $\tfrac12\sum_{ij}\sigma_{ij}\varepsilon_{ij}=\tfrac12(Ms\cdot s+Ms\cdot s)=Ms^2$, because $\sigma_{zz}=0$ removes the third term. $\square$

For the example, $r=100/500=0.20$ and $\varepsilon_{zz}=-2(0.20)(1.0\%)=-0.40\%$. The modulus is $M=500+100-2(100)^2/500=560$ GPa, and the stress is 5.6 GPa.

The proof uses the free surface through the value $\sigma_{zz}=0$. A laterally uniform cap layer whose own outer face is free leaves this value unchanged, because $\sigma_{zz}$ is continuous across the interface. Such a cap does not clamp the thickness.

\subsection{The elastic dipole}

Take a large periodic cell of host material containing one vacancy. Fix the shape of the cell by a uniform strain $\varepsilon_{ij}$ and relax the atoms inside it. The formation energy $F(\varepsilon)$ in this cell, defined as in \eqref{eq:ef}, has the expansion
\begin{equation}
F(\varepsilon)=F(0)-\sum_{ij}P_{ij}\varepsilon_{ij}+O(\varepsilon^2),
\label{eq:P}
\end{equation}
which defines the symmetric tensor $P_{ij}$, taken in the limit of a large cell. It is an energy. The host is stress-free at $\varepsilon=0$, so the linear term comes from the cell with the vacancy. If that cell has volume $V$, its mean stress is $-P_{ij}/V$. For $P>0$ the stress is compressive: the vacancy pushes outward on the walls of the cell, and expansion lowers its energy.

The definition refers to a cell of fixed shape. The film has a free surface, can change its height when the vacancy appears, and reflects the vacancy's own displacement field. The next lemma shows how the applied strain separates from these responses.

\subsection{Separating the applied strain from the response}

Collect the displacements of all atoms from the stress-free host lattice in one vector $x$. Up to a constant, the host energy is $\tfrac12x^{T}Kx$ with a symmetric force-constant matrix $K$. Let
\begin{equation}
D(x)=E_{\mathrm{def}}(x)-\tfrac12x^{T}Kx
\end{equation}
be the energy change caused by the vacancy at given atomic positions. The coordinate of the missing atom is kept in $x$ as a dummy variable on which $E_{\mathrm{def}}$ does not depend. By (A2), $D$ depends on the relative positions of atoms near the vacancy.

\paragraph{Lemma 2.} Let $s\xi$ be the equilibrium displacement of the host at in-plane strain $s$. Then
\begin{equation}
\left.\frac{dE_f}{ds}\right|_{s=0}=\xi\cdot\nabla D(w_0),
\label{eq:lemma2}
\end{equation}
where $w_0$ is the displacement caused by the vacancy at $s=0$.

\emph{Proof.} Some atoms are held: those at the film edges and, for a rigid substrate, those at the bottom. They have the displacement $s\xi$ with or without the vacancy. Write $x=s\xi+w$. Then $w=0$ on the held atoms, and $w=0$ may also be chosen for the dummy coordinate. The energy with the vacancy is
\begin{align}
E_{\mathrm{def}}&=\tfrac12(s\xi+w)^{T}K(s\xi+w)+D(s\xi+w)\nonumber\\
&=\tfrac12s^2\,\xi^{T}K\xi+s\,w^{T}K\xi+\tfrac12w^{T}Kw+D(s\xi+w).
\end{align}
The two cross terms have been joined by the symmetry of $K$. The vector $-sK\xi$ contains the forces in the strained host. They vanish on every free atom, because the host is in equilibrium, and $w$ vanishes on every held atom. Hence $w^{T}K\xi=0$. The first term is $E_{\mathrm{host}}(s)$ and cancels in \eqref{eq:ef}. What remains is
\begin{equation}
E_f(s)=\mu_{\mathrm O}+\min_w\Phi(s,w),\qquad
\Phi(s,w)=\tfrac12w^{T}Kw+D(s\xi+w).
\label{eq:phi}
\end{equation}
Let $w_*(s)$ be the minimizer. The chain rule gives
\begin{equation}
\frac{dE_f}{ds}=\frac{\partial\Phi}{\partial s}
+\frac{\partial\Phi}{\partial w}\cdot\frac{dw_*}{ds}
=\frac{\partial\Phi}{\partial s}=\xi\cdot\nabla D(s\xi+w_*),
\end{equation}
because $\partial\Phi/\partial w=0$ at the minimum. Setting $s=0$ gives \eqref{eq:lemma2}. $\square$

The relaxation of the atoms thus has no separate first-order term. It enters through the point $w_0$ at which the gradient is taken. If the vacancy switched to another structure at $s=0$, $w_*$ would jump and the step would fail; (A5) excludes this.

The same argument applies to the periodic cell. Let $\xi^{\varepsilon}$ be the host displacement under a uniform strain $\varepsilon$. The host forces vanish on every atom and $w$ is periodic, so the cross term again vanishes. With $w_0^{\mathrm c}$ for the displacement caused by the vacancy in the unstrained cell, comparison with \eqref{eq:P} gives
\begin{equation}
-\sum_{ij}P_{ij}\varepsilon_{ij}=\xi^{\varepsilon}\cdot\nabla D(w_0^{\mathrm c}).
\label{eq:cell}
\end{equation}

\subsection{The theorem}

\paragraph{Theorem.} Under (A1)--(A5), to first order in $s$ and in the limit of distant surfaces and distant vacancies,
\begin{equation}
\Delta E=E_f(s)-E_f(0)=-s\left(P_{xx}+P_{yy}-2\frac{C_{12}}{C_{11}}P_{zz}\right).
\label{eq:general}
\end{equation}
If (A6) also holds,
\begin{equation}
\Delta E=-2Ps\left(1-\frac{C_{12}}{C_{11}}\right).
\label{eq:main}
\end{equation}

\emph{Proof.} Since $D$ is short-ranged, \eqref{eq:lemma2} needs $\xi$ near the vacancy alone, and a rigid translation does not matter. By Lemma 1 the host strain there is uniform, with diagonal elements $s,s,-2rs$. The displacement $s\xi$ near the vacancy is therefore the $\xi^{\varepsilon}$ of \eqref{eq:cell} for this strain.

It remains to compare $w_0$ with $w_0^{\mathrm c}$. Both are the response to the same vacancy. They differ by the fields returned from surfaces in the film and from the periodic copies in the cell. A point force in a three-dimensional solid displaces atoms at distance $R$ by an amount proportional to $1/R$. The forces exerted by a vacancy sum to zero, so its displacement field is a derivative of this, proportional to $1/R^2$, and its strain falls as $1/R^3$. The returned strain at the vacancy vanishes as the distances grow, and with it the difference between the two gradients. Equations \eqref{eq:lemma2} and \eqref{eq:cell} then give
\begin{equation}
\Delta E=-\left[P_{xx}s+P_{yy}s+P_{zz}(-2rs)\right],
\end{equation}
which is \eqref{eq:general}. With $P_{xx}=P_{yy}=P_{zz}=P$ the bracket is $2Ps-2rPs$, and \eqref{eq:main} follows. $\square$

The example gives
\begin{equation}
\Delta E=-2(3.0\ \mathrm{eV})(0.010)(1-0.20)=-0.048\ \mathrm{eV},
\end{equation}
or $-4.6$ kJ/mol. At fixed thickness $\varepsilon_{zz}=0$, and the shift is $-2Ps=-0.060$ eV. Equal strain on all three axes would give $-3Ps=-0.090$ eV.

\subsection{Meaning and limiting cases}

An isotropic dipole responds to the relative volume change, $2s+\varepsilon_{zz}=2s(1-r)$, which is 1.6\% in the example. Mechanical stability of a cubic crystal requires $C_{11}>C_{12}$ and $C_{11}+2C_{12}>0$, hence $-\tfrac12<r<1$. The factor $1-r$ is therefore positive, and tension favours a vacancy with $P>0$ for every stable cubic host. As $r\to1$ the film keeps its volume when stretched, and the first-order shift disappears. For $r=0$ the thickness does not change, and the result agrees with that for fixed thickness. For $r<0$ the film thickens under tension and the shift exceeds $2P|s|$ in size.

For an elastically isotropic film with Poisson ratio $\nu$ and shear modulus $G$, one has $C_{12}=2G\nu/(1-2\nu)$ and $C_{11}=C_{12}+2G=2G(1-\nu)/(1-2\nu)$. Then $r=\nu/(1-\nu)$ and $1-r=(1-2\nu)/(1-\nu)$.

\paragraph{Corollary.} Let $\Omega$ be the volume by which a stress-free crystal expands when one vacancy with an isotropic dipole is made. Then
\begin{equation}
\Omega=\frac{3P}{C_{11}+2C_{12}},\qquad
\Delta E=-\Omega\,\frac{\sigma_{xx}+\sigma_{yy}}{3}.
\label{eq:omega}
\end{equation}

\emph{Proof.} A cell of volume $V$ under equal strain $e$ on all axes has the energy $V(\tfrac32C_{11}+3C_{12})e^2-3Pe$, apart from a constant. Its derivative vanishes at $e=P/[V(C_{11}+2C_{12})]$, and $\Omega=3Ve$. Next, $C_{11}M=C_{11}^2+C_{11}C_{12}-2C_{12}^2=(C_{11}-C_{12})(C_{11}+2C_{12})$, so $M=(1-r)(C_{11}+2C_{12})$. Inserting $P=\Omega(C_{11}+2C_{12})/3$ in \eqref{eq:main} gives $\Delta E=-\tfrac23\Omega Ms$, and $\sigma_{xx}+\sigma_{yy}=2Ms$. $\square$

The example has $\Omega=0.0021$ nm$^3$. By the second equation in \eqref{eq:omega}, the shift is minus the work that the mean stress does on the relaxation volume. It is useful when the film stress is known better than the strain.

\section{Tests, concentration and range of validity}

The film of the first section is held at in-plane strain $s$ and is free at its top surface. Its elastic constants enter through $r=C_{12}/C_{11}$ and the biaxial modulus $M=C_{11}+C_{12}-2C_{12}^2/C_{11}$; its normal strain is $-2rs$ and its strain energy per volume is $Ms^2$. The dipole $P_{ij}$ is minus the derivative of the vacancy formation energy with respect to strain, in a cell of fixed shape with relaxed atoms. The first-order shift is $\Delta E=-s(P_{xx}+P_{yy}-2rP_{zz})$, which becomes $-2Ps(1-r)$ for an isotropic dipole. The example has $C_{11}=500$ GPa, $C_{12}=100$ GPa, $P=3.0$ eV and $s=1.0\%$, which give $\Delta E=-0.048$ eV.

\subsection{When the dipole is isotropic}

\paragraph{Lemma 3.} If the relaxed vacancy has the rotations of a tetrahedron whose twofold axes lie along $x,y,z$, then $P_{ij}=P\delta_{ij}$.

\emph{Proof.} A half turn about $z$ reverses $x$ and $y$. It changes the sign of $P_{xz}$ and $P_{yz}$, and symmetry requires them to stay the same, so both are zero. A half turn about $x$ gives $P_{xy}=0$ in the same way. A threefold rotation about $[111]$ sends $x\to y\to z\to x$, so the three diagonal elements are equal. $\square$

An anion in the cubic fluorite structure has four cation neighbours at the corners of a tetrahedron, so the lemma applies if the relaxed vacancy and its trapped electrons keep that symmetry. Electrons that settle on one or two neighbouring cations would break it.

Cubic symmetry of the crystal as a whole is not enough. In cubic perovskite the anion lies between two cations on a fourfold axis, and its dipole has a component $P_\parallel$ along this axis and $P_\perp$ across it. The general formula gives
\begin{align}
\Delta E_{\,\mathrm{axis}\parallel z}&=-s(2P_\perp-2rP_\parallel),\\
\Delta E_{\,\mathrm{axis}\parallel x}&=\Delta E_{\,\mathrm{axis}\parallel y}
=-s(P_\parallel+P_\perp-2rP_\perp).
\end{align}
Adding the three shifts and dividing by three gives $-2s(1-r)(P_\parallel+2P_\perp)/3$. The isotropic formula with the mean dipole therefore describes the average over the three kinds of site. The sites themselves are split: the first shift minus the second is $s(1+2r)(P_\parallel-P_\perp)$.

The first-order strain shift of the vacancy formation energy now follows from the elastic constants and the dipole, and tetrahedral site symmetry is enough to make that dipole isotropic. What remains is to test the formula on a lattice with real surfaces, derive the equilibrium vacancy concentration, and estimate the corrections that limit the formula's use.

Numbers in the example were calculated in double precision.
